# Krylov approximation of matrix functions as interpolation at the Ritz values

**Q.** You want \(f(A)b\) for a large matrix \(A\), and you propose to evaluate \(f\) on a small matrix instead. What exactly is computed?

**A.** Let \(A\) be a complex \(n\times n\) matrix and \(b\neq 0\). Take \(m\) so that \(b,Ab,\dots,A^{m-1}b\) are linearly independent, and call their span \(K_m\). The Arnoldi process starts from \(v_1=b/\|b\|\) and sets, for \(j=1,\dots,m\),

\[
w_j=Av_j-\sum_{i=1}^{j}h_{ij}v_i,\qquad h_{ij}=v_i^\dagger Av_j,\qquad h_{j+1,j}=\|w_j\|,\qquad v_{j+1}=\frac{w_j}{h_{j+1,j}} .
\]

The vectors are orthonormal by construction. No division by zero occurs for \(j<m\). Indeed, if \(v_j\) is a polynomial in \(A\) of exact degree \(j-1\) applied to \(b\), then \(w_j\) is one of exact degree \(j\), because the subtracted terms have lower degree. It cannot vanish, since \(b,\dots,A^jb\) are independent. So \(h_{j+1,j}>0\) for \(j<m\), and \(v_1,\dots,v_m\) span \(K_m\).

Put these vectors into \(V=[v_1\dots v_m]\) and let \(H=V^\dagger AV\). This \(m\times m\) matrix is upper Hessenberg: its entries below the first subdiagonal are zero. The recurrences together read

\[
AV=VH+h_{m+1,m}\,v_{m+1}e_m^T, \tag{1}
\]

where \(e_j\) is the \(j\)th unit vector. If \(h_{m+1,m}=0\), the last term is absent. The Krylov approximation is

\[
f_m=\|b\|\,V f(H)e_1 . \tag{2}
\]

The eigenvalues \(\theta_1,\dots,\theta_m\) of \(H\), counted with algebraic multiplicity, are the Ritz values.

**Q.** But \(H\) is a compression of \(A\), and the compression of \(A^2\) is not \(H^2\). Why should powers of \(H\) say anything about powers of \(A\)?

**A.** On a general vector they do not. On the starting vector they do, for a while:

\[
A^kb=\|b\|\,VH^ke_1,\qquad k=0,\dots,m-1 . \tag{3}
\]

For \(k=0\) this is \(b=\|b\|v_1\). Suppose it holds for some \(k<m-1\). Multiply by \(A\) and use (1):

\[
A^{k+1}b=\|b\|\,AVH^ke_1
=\|b\|\,VH^{k+1}e_1+\|b\|\,h_{m+1,m}v_{m+1}\,(e_m^TH^ke_1).
\]

A Hessenberg matrix moves the last nonzero component of a vector down by at most one place. Hence \(H^ke_1\) has nonzero entries at most in places \(1,\dots,k+1\), and \(k+1<m\). The bracket is zero, and (3) holds for \(k+1\). By linearity,

\[
q(A)b=\|b\|\,Vq(H)e_1\qquad\text{for every polynomial with }\deg q<m . \tag{4}
\]

**Q.** That settles low-degree polynomials. An exponential is not one.

**A.** On the small matrix it can be replaced by one. Assume that \(f\) is analytic near the Ritz values. Set \(r_0=f\) and, for \(k=1,\dots,m\),

\[
r_k(z)=\frac{r_{k-1}(z)-r_{k-1}(\theta_k)}{z-\theta_k}. \tag{5}
\]

The numerator vanishes at \(\theta_k\), so \(r_k\) is again analytic once its value there is filled in by the limit. Rewrite (5) as \(r_{k-1}(z)=r_{k-1}(\theta_k)+(z-\theta_k)r_k(z)\) and insert these relations into one another, starting from \(r_0=f\):

\[
f(z)=p(z)+\chi(z)r_m(z),\qquad \chi(z)=\prod_{j=1}^m(z-\theta_j), \tag{6}
\]

\[
p(z)=\sum_{k=0}^{m-1}c_k\prod_{j=1}^{k}(z-\theta_j),\qquad c_k=r_k(\theta_{k+1}). \tag{7}
\]

The degree of \(p\) is below \(m\). Since \(f-p\) contains the factor \(\chi\), \(p\) agrees with \(f\) at each Ritz value, and at one of multiplicity \(s\) also in the derivatives up to order \(s-1\). There is one such polynomial: the difference of two would have degree below \(m\) and \(m\) zeros with multiplicity, so it would vanish.

Now insert \(H\). On a Jordan block \(\theta I+N\) with \(N^r=0\), a matrix function is the Taylor series \(\sum_{l<r}f^{(l)}(\theta)N^l/l!\). Multiplying two such truncated series gives the truncated series of the product, so sums and products of functions become sums and products of matrices. Equation (6) therefore gives

\[
f(H)=p(H)+\chi(H)r_m(H)=p(H),
\]

because \(\chi\) is the characteristic polynomial of \(H\) and \(\chi(H)=0\) by the Cayley–Hamilton theorem. With (4) applied to \(p\),

\[
f_m=\|b\|\,Vf(H)e_1=\|b\|\,Vp(H)e_1=p(A)b . \tag{8}
\]

If \(f\) is itself a polynomial of degree below \(m\), it is its own interpolant, so \(p=f\) and \(f_m=f(A)b\).

**Q.** Are the derivatives at repeated Ritz values a formality?

**A.** No. Delete the first row and the last column of \(H-\theta I\). What remains is upper triangular with diagonal \(h_{21},\dots,h_{m,m-1}\), all nonzero. So \(H-\theta I\) has rank at least \(m-1\), and each eigenvalue has one eigenvector up to a factor. A repeated Ritz value thus sits in a single Jordan block of full size, where the derivatives enter.

Take \(b=e_1\) and a larger matrix with \(Ae_1=e_2\), \(Ae_2=e_3\), whose leading block is

\[
H=\begin{pmatrix}0&0&2\\1&0&-5\\0&1&4\end{pmatrix},\qquad \chi(z)=z^3-4z^2+5z-2=(z-1)^2(z-2).
\]

For \(f(z)=e^z\) the conditions \(p(1)=p'(1)=e\), \(p(2)=e^2\) give \(p(z)=1.9525-1.1867z+1.9525z^2\). This reproduces \(f_3\) to rounding. The straight line through the two values alone gives a vector that is wrong by 7.31 in norm.

For Hermitian \(A\) the question does not arise. Then \(H\) is Hermitian and has a full set of eigenvectors; with one eigenvector per eigenvalue, the Ritz values are distinct.

**Q.** You assumed that \(f\) is analytic near the Ritz values. Is it not enough that \(f(A)\) exists?

**A.** It is not. Let \(A=\mathrm{diag}(1,-1)\), \(b=(1,1)^T\) and \(m=1\). Then \(v_1=(1,1)^T/\sqrt2\) and the Ritz value is \(v_1^\dagger Av_1=(1-1)/2=0\). The vector \(A^{-1}b=(1,-1)^T\) exists, but \(f(z)=1/z\) has no value at the node, and (2) is undefined. A Ritz value need not be near an eigenvalue. For the exponential, which is analytic everywhere, this obstacle is absent.

**Q.** Perhaps the method is exact for degree \(m\) too, and your proof is just too weak to show it.

**A.** The first term that fails can be computed. Each step down the subdiagonal contributes one factor, so

\[
e_m^TH^{m-1}e_1=h_{21}h_{32}\cdots h_{m,m-1}. \tag{9}
\]

Multiply (3) with \(k=m-1\) by \(A\) and use (1) once more:

\[
A^mb-\|b\|\,VH^me_1=\|b\|\,\eta\,v_{m+1},\qquad \eta=\prod_{j=1}^{m}h_{j+1,j}. \tag{10}
\]

Every polynomial of degree \(m\) with leading coefficient 1 has this same defect, since its lower terms are treated exactly. The defect is nonzero unless \(h_{m+1,m}=0\). For the particular choice \(\chi\), the small-matrix term vanishes, which leaves

\[
\chi(A)b=\|b\|\,\eta\,v_{m+1}. \tag{11}
\]

This also shows what is special about the Ritz values as nodes. Any other polynomial \(q\) of degree \(m\) with leading coefficient 1 gives \(q(A)b=\chi(A)b+u\) with \(u\in K_m\). Because \(v_{m+1}\perp K_m\), we have \(\|q(A)b\|^2=\|\chi(A)b\|^2+\|u\|^2\). So \(\chi\) minimizes \(\|q(A)b\|\) among these polynomials.

**Q.** Interpolation can be poor between its nodes. What is the error for a function that is not a polynomial?

**A.** Assume now that \(f\) is also analytic near the eigenvalues of \(A\). Insert \(A\) into (6), apply the result to \(b\), and use (8) and (11):

\[
f(A)b-f_m=r_m(A)\chi(A)b=\|b\|\,\eta\,r_m(A)v_{m+1}. \tag{12}
\]

If \(h_{m+1,m}=0\), then \(\eta=0\) and the approximation is exact for every such \(f\): the space \(K_m\) is invariant under \(A\).

For time propagation let \(A\) be a Hermitian Hamiltonian and \(f(z)=e^{-izt}\) with \(t\ge0\). Then \(H\) is real, symmetric and tridiagonal, with diagonal \(\alpha_j\) and off-diagonal elements \(\beta_j=h_{j+1,j}\); the last one, \(\beta_m\), leads out of the space. To bound \(r_m\) on the real axis, write (5) as an integral and differentiate it \(j\) times:

\[
r_k^{(j)}(z)=\int_0^1 s^j\,r_{k-1}^{(j+1)}\big(\theta_k+s(z-\theta_k)\big)\,ds .
\]

Since \(\int_0^1s^jds=1/(j+1)\), this gives \(\sup|r_k^{(j)}|\le\sup|r_{k-1}^{(j+1)}|/(j+1)\). Start from \(r_m\) and go down:

\[
\sup|r_m|\le\frac{\sup|r_{m-1}'|}{1}\le\frac{\sup|r_{m-2}''|}{1\cdot2}\le\dots\le\frac{\sup|f^{(m)}|}{m!}=\frac{t^m}{m!}.
\]

The eigenvalues of \(A\) are real, so the norm of \(r_m(A)\) obeys the same bound, and

\[
\|e^{-iAt}b-f_m\|\le\|b\|\,\frac{t^m}{m!}\prod_{j=1}^m\beta_j . \tag{13}
\]

Everything on the right is known after \(m\) steps.

**Q.** An upper bound may be far too generous.

**A.** Not at short times. Unfolding the same integrals expresses \(r_m(z)\) as an integral of \(f^{(m)}(x)=(-it)^me^{-ixt}\) over points \(x\) between the smallest and largest of \(z,\theta_1,\dots,\theta_m\), with total weight \(1/m!\). As \(t\to0\) the phase factor tends to 1 uniformly on the finite range of the spectrum. Thus \(r_m(A)\to(-it)^m/m!\) to leading order, and the ratio of the two sides of (13) tends to 1, provided \(\beta_m\neq0\).

**Q.** Show me numbers for a case I can picture.

**A.** In Hartree atomic units, put a particle of unit mass in a harmonic well of frequency 1, on 31 grid points from \(-6\) to 6 bohr with spacing \(\Delta=0.4\) bohr. With the three-point second derivative, the matrix has diagonal \(1/\Delta^2+x_i^2/2\) and neighbour elements \(-1/(2\Delta^2)\). The starting vector is proportional to \(e^{-(x_i-1)^2/2}\) and has norm 1. It is the well's ground-state Gaussian, displaced by 1 bohr. We propagate it to \(t=0.5\) with \(m=4\). The reference is full diagonalization of this same matrix, so the error of the grid itself is not part of the comparison.

In hartree, the process gives

\[
\alpha=(0.9951,\,2.0153,\,3.0136,\,3.9101),\qquad
\beta=(0.7073,\,1.0193,\,1.2318,\,1.3869),
\]

and the Ritz values \(0.500784,\ 1.571926,\ 2.952693,\ 4.908738\). The first two coefficients in (7) are

\[
c_0=e^{-i(0.500784)(0.5)}=0.968815-0.247784i,
\]

\[
c_1=\frac{e^{-i\theta_2t}-e^{-i\theta_1t}}{\theta_2-\theta_1}
=\frac{-0.262108-0.459722i}{1.071142}=-0.2447-0.4292i .
\]

The next two are \(c_2=-0.0811+0.0900i\) and \(c_3=0.018404+0.006326i\).

Equation (9) allows a check by hand. Only the cubic term of \(p\) reaches \(v_4\), so the fourth component of \(f_4\) must be

\[
c_3\beta_1\beta_2\beta_3=(0.018404+0.006326i)(0.8881)=0.01634+0.00562i ,
\]

which is the component found from the exponential of the \(4\times4\) matrix. As whole vectors, the two sides of (8) differ by \(6\times10^{-16}\).

The error against the reference is \(2.96\times10^{-3}\), relative to a vector of norm 1. The bound (13) is

\[
\frac{0.5^4}{24}\times1.2316=3.21\times10^{-3}.
\]

At \(t=0.02\) the ratio of error to bound is 0.99987, as the short-time limit requires.

**Q.** The lowest eigenvalues of your grid matrix are 0.4949, 1.4745, 2.4331 and 3.3700. Your Ritz values have hardly converged. How can the propagated vector be good?

**A.** Nothing in (8) asks the nodes to be eigenvalues. What counts is how well \(p\) represents \(f\) at the eigenvalues \(\lambda_i\) that \(b\) contains. Expand \(b\) in orthonormal eigenvectors \(u_i\), with weights \(w_i=|u_i^\dagger b|^2\):

\[
\|f(A)b-p(A)b\|^2=\sum_iw_i\,|f(\lambda_i)-p(\lambda_i)|^2 . \tag{14}
\]

At the lowest eigenvalue the weight is 0.60 and the deviation \(1.7\times10^{-4}\); at the third they are 0.078 and \(5.3\times10^{-3}\). The deviation grows along the six lowest levels while the weight falls.

**Q.** And at the top of the spectrum?

**A.** There \(p\) is useless as an approximation to \(f\). At the highest eigenvalue, 27.04 hartree, the deviation is 283, although \(|f|=1\). Two levels lie there, closer together than double precision can resolve. The diagonalization may mix their eigenvectors arbitrarily, so only their joint weight in \(b\) is meaningful, not the one printed for a single eigenvector. It is \(3.1\times10^{-16}\), and the joint contribution to (14) is

\[
3.1\times10^{-16}\times283^2\approx2.5\times10^{-11},
\]

out of a total of \((2.958\times10^{-3})^2=8.75\times10^{-6}\). The six lowest levels supply about \(5.0\times10^{-6}\) of that total. The remaining \(3.8\times10^{-6}\) comes from the levels in between, which have small weights but growing deviations.

So \(p(A)\) is not a propagator for arbitrary vectors. By (14), it works for another vector only if that vector, too, has little weight where \(p\) deviates from \(f\). Applied to an eigenvector of the highest level, it would multiply the norm by about 283.

**Q.** Then the propagation is not unitary, and norm is lost or gained.

**A.** The matrix \(p(A)\) is not unitary, but the norm of this particular vector is kept. In (2), \(e^{-iHt}\) is unitary because \(H\) is Hermitian, and \(V\) preserves lengths because its columns are orthonormal. Hence \(\|f_m\|=\|b\|\); the computed norm is 1 to twelve decimals. A conserved norm is therefore no evidence of accuracy: it holds for every \(m\) and \(t\), however large the error.

**Q.** The Taylor polynomial of degree \(m-1\) also lies in \(K_m\) and needs no orthogonalization. What do the Ritz values buy?

**A.** At short times the Taylor error is \((t^m/m!)\|A^mb\|\) to leading order, while the Krylov error is \((t^m/m!)\|\chi(A)b\|\). By the minimum property after (11), the second is not larger than the first. At \(t=0.5\) the errors, again relative to norm 1, are:

| \(m\) | Krylov | bound (13) | Taylor |
|---|---|---|---|
| 2 | 8.6e-2 | 9.0e-2 | 3.2e-1 |
| 4 | 3.0e-3 | 3.2e-3 | 7.4e-2 |
| 6 | 1.3e-4 | 1.6e-4 | 1.3e-2 |
| 8 | 1.5e-5 | 2.7e-5 | 2.1e-3 |
| 10 | 1.0e-6 | 1.9e-6 | 7.7e-4 |

At \(m=4\) the Krylov error is smaller by a factor of about 25, at \(m=10\) by about 750. These factors belong to this vector, this time step and this zero of energy. The Krylov error does not change when a constant is added to \(A\), but the Taylor error depends on the point of expansion, here 0. Expanding about \(\alpha_1\) instead reduces the two factors to about 9 and 470, and the best centre to about 4 and 150. The short-time inequality holds for any centre \(s\), since \((z-s)^m\) also has leading coefficient 1. The bound stays within a factor of two of the error throughout the table. At longer times it loosens: at \(t=2\) it exceeds the error by a factor of about 3 for \(m=4\) and about 140 for \(m=10\).

**Q.** Last doubt: do the two exactness claims survive in finite precision?

**A.** In this example, yes. For \(A^kb\) with \(k=0,\dots,3\) the defect is at most \(1.6\times10^{-13}\). For \(k=4\) it jumps to 1.232, the value of \(\beta_1\beta_2\beta_3\beta_4\) predicted by (10). For an invariant subspace, start from a combination of three eigenvectors. At \(m=3\) the element leading out of the space is \(6\times10^{-14}\) hartree, zero up to rounding, and the propagation error is \(5\times10^{-15}\).

Here each new vector was orthogonalized twice against all earlier ones. If orthogonality is lost in a long run, \(V\) no longer preserves lengths, and the arguments given for norm conservation and for the minimum property of \(\chi\) no longer apply. Equations (3), (8) and (10)–(12) use only relation (1) with a Hessenberg \(H\), and the bound (13) adds real Ritz values and \(\|v_{m+1}\|=1\). A three-term recurrence with a real symmetric tridiagonal \(H\) supplies these even without orthogonality, as far as (1) holds in floating point. The bound says nothing once it falls below the rounding level. The remaining figures are in the numerical output below.

## Table of computed values

```
general matrix, Krylov minus interpolant: 1.6e-15
repeated Ritz value, Hermite coefficients: 1.952492 -1.186703 1.952492
  difference with derivative: 6.4e-15
  difference with values only: 7.305558
Ritz value of diag(1,-1), b=(1,1), m=1: 4.5e-17
grid points 31, spacing 0.4 bohr, omega 1.0 hartree
displacement 1.0 bohr, t 0.5 a.u. of time, m 4
alpha (hartree): 0.995066 2.015336 3.013621 3.910118
beta (hartree): 0.707286 1.019314 1.231799 1.386857
product of beta (hartree^4): 1.231615
Ritz values (hartree): 0.500784 1.571926 2.952693 4.908738
Newton coefficient 0 (hartree^-0): 0.968815 -0.247784i
Newton coefficient 1 (hartree^-1): -0.244700 -0.429189i
Newton coefficient 2 (hartree^-2): -0.081088 +0.089964i
Newton coefficient 3 (hartree^-3): 0.018404 +0.006326i
Krylov component 1: 0.831303 -0.440268i
Krylov component 2: -0.221968 -0.242215i
Krylov component 3: -0.045210 +0.069413i
Krylov component 4: 0.016344 +0.005618i
Krylov minus interpolant, norm: 5.8e-16
eigenvalue (hartree), weight in b, |f-p|:
  0.494948 6.035e-01 1.674e-04
  1.474526 3.006e-01 1.194e-03
  2.433112 7.791e-02 5.327e-03
  3.369958 1.514e-02 8.222e-03
  4.284221 2.459e-03 2.101e-02
  5.174939 3.401e-04 2.419e-02
  27.036897 3.048e-16 2.834e+02
largest |p| on the spectrum: 283.464
norm of Krylov vector: 1.000000000000
defect for A^0 b (hartree^0): 1.433e-16
defect for A^1 b (hartree^1): 9.123e-16
defect for A^2 b (hartree^2): 1.625e-14
defect for A^3 b (hartree^3): 1.526e-13
defect for A^4 b (hartree^4): 1.232e+00
remainder formula, difference: 1.1e-15
m, true error, bound, Taylor error:
  2 8.587e-02 9.012e-02 3.172e-01
  4 2.958e-03 3.207e-03 7.353e-02
  6 1.327e-04 1.642e-04 1.315e-02
  8 1.468e-05 2.706e-05 2.101e-03
  10 1.024e-06 1.946e-06 7.727e-04
error/bound at t=0.02 a.u., m=4: 0.999866
three eigenvectors, m=3: leaving beta 5.7e-14 hartree
  propagation error: 4.6e-15
```
